The Rytova-Keldysh potential of a thin polarizable sheet

**What fails without it**

Two charges sit in a thin insulating layer in vacuum, a distance r apart. The habit carried over from bulk matter is to write their interaction as 1/(εr) with one dielectric constant ε. In a layer no such constant exists. Far apart, the charges send most of their field lines through the vacuum, and the layer hardly matters. Close together, the polarization of the layer strongly reduces their interaction.

The model sheet used below shows the size of the effect. The ratio of the bare 1/r to the true potential is 4.6 at 5 bohr, 1.07 at 200 bohr and 1.004 at 1000 bohr. An ε fitted at one distance is wrong at the others, and near the charge even the shape is wrong: the potential of the sheet is a logarithm there, not an inverse distance.

**Conventions**

Hartree atomic units are used, with Poisson's equation in the form ∇²φ = −4πρ, so that a unit charge in vacuum has the potential 1/r. The sheet is the plane z = 0, infinitely thin and isotropic, with no mobile carriers. It responds linearly, locally and statically, and in its own plane alone. Its dipole moment per area is

P = αE∥ = −α∇∥φ(r,0),

where E∥ is the total in-plane field at the sheet, including the field of the induced charge, and r is the position in the plane. A dipole moment per area is a charge per length and a field is a charge per length squared, so α is a length.

**Stage 1: one wave of charge**

The simplest source is a charge density σ₀ cos(qx) placed in the sheet, with q > 0. Off the sheet ∇²φ = 0, and the solution that decays on both sides is

φ = φ₀ cos(qx) e^(−q|z|).

Where the polarization varies, it leaves a charge density

σ_ind = −∇∥·P = α∇∥²φ = −αq²φ₀ cos(qx).

The minus sign means that the sheet opposes the applied charge. Integrating Poisson's equation across z = 0 relates the jump of the normal slope to the total surface charge:

∂φ/∂z(0⁺) − ∂φ/∂z(0⁻) = −4π(σ₀ cos(qx) + σ_ind).

The left side is −2qφ₀ cos(qx). Dividing by −2 cos(qx) gives

qφ₀ = 2πσ₀ − 2παq²φ₀,

and collecting φ₀,

φ₀ = 2πσ₀/[q(1 + r0 q)], r0 = 2πα.

The factor 2π in r0 is the 4π of Poisson's equation divided by two, because the field leaves the sheet on two sides.

Limits: for α = 0 the bare result 2πσ₀/q returns. For a long wave, r0q ≪ 1, the reduction factor 1 + r0q tends to one and the sheet does not screen. For a short wave, r0q ≫ 1, it grows in proportion to q. The sheet therefore has a dielectric function that depends on wavevector, and r0 marks the crossover.

**Stage 2: a point charge**

A unit point charge contains all plane waves with equal weight:

δ(r) = ∫ d²q/(2π)² e^(iq·r).

The problem is linear, so each wave responds as in stage 1 with σ₀ = 1:

φ(r,z) = ∫ d²q/(2π)² e^(iq·r) e^(−q|z|) 2π/[q(1 + r0q)].

In polar coordinates d²q = q dq dθ. The angular integral of e^(iqr cos θ) is 2πJ0(qr), which defines the Bessel function J0. The factors q and (2π)² cancel:

φ(r,z) = ∫₀^∞ J0(qr) e^(−q|z|)/(1 + r0q) dq.

The potential in the sheet is V(r) = φ(r,0).

**Stage 3: the image line**

The denominator can be traded for an exponential:

1/(1 + r0q) = (1/r0) ∫₀^∞ e^(−s/r0) e^(−qs) ds,

since the integral on the right is 1/(1/r0 + q). For |z| > 0 the double integral converges absolutely, so the q integral may be done first. It has the form

I(r,b) = ∫₀^∞ J0(qr) e^(−qb) dq, b = |z| + s.

Insert the angular definition of J0 and integrate over q:

I = (1/2π) ∫₀^2π dθ/(b − ir cos θ) = (1/2π) ∫₀^2π b dθ/(b² + r² cos²θ).

The imaginary part has dropped out because cos θ takes each value and its negative equally often. The four quadrants contribute equally. With t = tan θ one has dθ = dt/(1 + t²) and cos²θ = 1/(1 + t²), so

I = (2b/π) ∫₀^∞ dt/(b² + r² + b²t²) = (2b/π) · π/[2b√(b² + r²)] = 1/√(r² + b²).

Therefore

φ(r,z) = (1/r0) ∫₀^∞ e^(−s/r0)/√(r² + (|z| + s)²) ds,

and for r > 0 the limit z → 0 may be taken under the integral.

This is an image construction. To an observer above the sheet, the charge and the sheet together look like a line of positive charge running down from the point charge, with density e^(−s/r0)/r0 at depth s. An observer below sees the mirror image. The total charge of the line is one and its mean depth is r0.

Limits: as r0 → 0 the line shrinks to a point and φ becomes 1/√(r² + z²). At distances much larger than r0 the line also looks like a point, which is why Coulomb's law survives there without any dielectric constant.

**Stage 4: the closed form**

Set z = 0, s = ru and x = r/r0. Then V = F(x)/r0 with

F(x) = ∫₀^∞ e^(−xu)/√(1 + u²) du.

Differentiating twice brings down u², and adding F supplies the missing 1:

F'' + F = ∫₀^∞ e^(−xu) √(1 + u²) du.

Integrate by parts. The boundary term at u = 0 gives 1/x, and the derivative of the root is u/√(1 + u²):

F'' + F = 1/x + (1/x) ∫₀^∞ e^(−xu) u/√(1 + u²) du = 1/x − F'/x.

The last step uses F' = −∫₀^∞ e^(−xu) u/√(1 + u²) du. So F obeys Bessel's equation of order zero with a source:

F'' + F'/x + F = 1/x.

A particular solution comes from the Struve function

H0(x) = (2/π)[x − x³/(1·3)² + x⁵/(1·3·5)² − …].

The operator d²/dx² + (1/x)d/dx turns xⁿ into n²xⁿ⁻². Acting on the bracket, it turns x into 1/x, −x³/9 into −x, x⁵/225 into x³/9, and so on. Apart from 1/x, the result is minus the original series. Hence H0'' + H0'/x + H0 = 2/(πx), and (π/2)H0 solves the equation for F. The general solution adds the two solutions without source:

F = (π/2)H0 + A J0 + B Y0.

The constants follow from the behaviour at small x. Since du/√(1 + u²) is the differential of asinh u, integration by parts and t = xu give

F = x ∫₀^∞ e^(−xu) asinh u du = ∫₀^∞ e^(−t) asinh(t/x) dt.

Split the inverse hyperbolic sine:

asinh(t/x) = ln(2t/x) + ln{[1 + √(1 + x²/t²)]/2}.

Because √(1 + a²) ≤ 1 + a, the second logarithm lies between 0 and ln(1 + x/2t). Because ln(1 + y) ≤ √y, its contribution to F is at most

√(x/2) ∫₀^∞ e^(−t) t^(−1/2) dt = √(πx/2),

which vanishes as x → 0. With ∫₀^∞ e^(−t) ln t dt = −γ, where γ = 0.5772 is Euler's constant, what remains is

F → −ln(x/2) − γ.

At small x, H0 → 0, J0 → 1 and Y0 → (2/π)[ln(x/2) + γ]. Matching the logarithm gives B = −π/2. This also accounts for the constant −γ, so A = 0. The result is

V(r) = (π/2r0)[H0(r/r0) − Y0(r/r0)], r0 = 2πα.

This is the Rytova-Keldysh potential. Within the sheet model no approximation has been made.

**Stage 5: the two ends**

Short range. The first term of (π/2)H0 is x, while the corrections to the logarithm in Y0 start at order x² ln x. So for r ≪ r0

V = −(1/r0)[ln(r/2r0) + γ] + r/r0² + …

Long range. As a function of w = u², (1 + w)^(−1/2) has derivatives of alternating sign, so its Taylor polynomials at w = 0 bound it alternately from above and below:

1 − u²/2 ≤ (1 + u²)^(−1/2) ≤ 1 − u²/2 + 3u⁴/8.

Multiply by e^(−xu) and integrate, using ∫₀^∞ e^(−xu) uⁿ du = n!/xⁿ⁺¹:

1/x − 1/x³ < F < 1/x − 1/x³ + 9/x⁵.

Hence for r ≫ r0

V = 1/r − r0²/r³ + …

In the plane there is no 1/r² term. On the axis above the charge there is one: the mean depth r0 of the image line gives 1/|z| − r0/z² + … The simpler bound (1 + u²)^(−1/2) ≤ 1 gives V < 1/r at every distance.

**Stage 6: where the charge sits**

The logarithm has a direct reading in terms of charge. Add the point charge and the induced charge in Fourier space:

n(q) = 1 − αq² · 2π/[q(1 + r0q)] = 1 − r0q/(1 + r0q) = 1/(1 + r0q).

To return to real space, write this as

1/(1 + r0q) = (1/r0q)[1 − 1/(1 + r0q)] = (1/2πr0){2π/q − 2π/[q(1 + r0q)]}.

The two terms in braces are the transforms of 1/r and of V, so

n(r) = [1/r − V(r)]/(2πr0).

This density is positive and has no point charge at the origin. The sheet cancels the point charge where it sits and spreads the same total charge over a region of size r0.

The charge inside a circle of radius R follows from the polarization crossing its edge. The induced part is −2πR·αE(R), where E = −V' is the radial field. With 2πα = r0,

Q(R) = 1 + r0R V'(R).

For R ≪ r0 the short-range form gives V' = −1/(r0R) + 1/r0² + …, so Q ≈ R/r0, which tends to zero. Setting Q = 0 in the relation gives E = 1/(r0R), and its integral is the logarithm. For R ≫ r0 the long-range form gives Q ≈ 1 − r0/R. The full charge reappears, and with it Coulomb's law.

**Stage 7: dielectrics above and below**

Let uniform media with constants ε₁ and ε₂ fill the two half-spaces. In stage 1 the jump of the normal displacement replaces that of the slope, so 2qφ₀ becomes (ε₁ + ε₂)qφ₀. With κ = (ε₁ + ε₂)/2 and σ₀ = 1,

φ₀ = 2π/[q(κ + r0q)] = (1/κ) · 2π/{q[1 + (r0/κ)q]}.

This is the vacuum result divided by κ, with r0 replaced by r0/κ. The prefactor (1/κ)·πκ/(2r0) is again π/(2r0):

V = (π/2r0)[H0(κr/r0) − Y0(κr/r0)].

At long range V → 1/(κr): the surroundings screen and the sheet does not. At short range, which now means r ≪ r0/κ, V → −(1/r0)[ln(κr/2r0) + γ]. That range shrinks as κ grows: with κ = 4.5 and r0 = 62.83 bohr the logarithm is already 20 percent low at 5 bohr. There the surroundings shift the potential by the constant −(ln κ)/r0 and leave the leading field 1/(r0r) unchanged.

**Stage 8: a layer of finite thickness**

Back in vacuum, spread the same polarizability over a slab of thickness d = 2h, with the charge in the mid-plane. The in-plane dielectric constant of the slab is ε = 1 + 4πα/d, and the response normal to the plane is still absent. For in-plane wavevector q the potential obeys, inside and away from the charge,

φ'' = k²φ, k = q√ε.

By symmetry the charge fixes φ'(0⁺) = −2π, so

φ = A cosh kz − (2π/k) sinh kz.

At z = h the vacuum solution requires φ' = −qφ. Solving for A, which is the mid-plane value, with T = tanh kh,

φ(q) = (2π/k)(k + qT)/(q + kT).

The sheet is recovered when kh ≪ 1. Then T ≈ kh, and k²h = q²(h + 2πα) = q²(h + r0), which gives

φ(q) ≈ 2π(1 + qh)/{q[1 + q(h + r0)]}.

As h → 0 this is the result of stage 1. The condition kh ≪ 1 can be written

qℓ ≪ 1, ℓ = √[h(h + r0)].

For a strongly polarizable slab of this kind ℓ is larger than the thickness, so qd ≪ 1 is not sufficient. In the opposite limit T → 1 and φ → 2π/(q√ε), the transform of 1/(r√ε). Very near the charge the potential is again an inverse distance, as in bulk matter. The logarithm thus lies roughly between ℓ and r0, which are crossover scales and not sharp ends. It has a clear range only when ℓ ≪ r0, which means h ≪ r0.

The size of ℓ depends on the missing normal response. Since h²ε = h(h + r0), the length above is ℓ = h√ε. A real layer also has a normal dielectric constant ε⊥ > 1. Then k = q√(ε/ε⊥), the condition kh ≪ 1 gives the shorter length ℓ = h√(ε/ε⊥), which is h for an isotropic slab, and the potential very near the charge is 1/(r√(εε⊥)).

**Stage 9: numbers**

Take a model sheet with α = 10 bohr in vacuum. Then

r0 = 2π × 10 bohr = 62.83 bohr = 3.325 nm.

At r = 20 bohr, x = 20/62.83 = 0.3183. The logarithmic limit is

−[ln(0.1592) + 0.5772]/62.83 = (1.838 − 0.577)/62.83 = 0.0201 hartree.

The Struve-Neumann form gives 0.0242 hartree, or 0.658 eV, and the bare Coulomb value is 0.0500 hartree. At other distances, in hartree:

r = 1 bohr: V = 0.0680, log limit 0.0677, 1/r = 1.0000
r = 5 bohr: V = 0.0433, log limit 0.0421, 1/r = 0.2000
r = 60 bohr: V = 0.0124, log limit 0.0026, 1/r = 0.0167
r = 200 bohr: V = 0.00468, log limit −0.0166, 1/r = 0.00500

The row at 1 bohr describes the ideal sheet; a real layer has atomic structure on that scale. At 5 bohr the gap between the logarithm and V is 0.0012; the next term, r/r0² = 5/3948 = 0.0013, accounts for it with a slight overshoot. At 200 bohr the logarithm has turned negative and has no meaning.

Solving numerically for the distances at which each limit is off by 10 percent of V gives 13.5 bohr (0.22 r0) for the logarithm, which is too low, and 155 bohr (2.5 r0) for 1/r, which is too high. Between them, over a factor of eleven in distance, neither limit is good to 10 percent and the full function is needed.

Numerical integration of n(r) puts 0.46 of the unit charge within r0. Half of it lies within 73.5 bohr, or 1.17 r0. The screening length is therefore roughly the radius that holds half of the spread charge. The tail is long: as Q ≈ 1 − r0/R implies, 90 percent is reached only near 10 r0.

Finally, give the layer a thickness of 10 bohr. A finite-volume solution of the slab equation, with 100 cells across half the slab, yields these transforms, in hartree bohr²:

q = 0.005 bohr⁻¹: sheet 956.2, slab 962.5
q = 0.02 bohr⁻¹: sheet 139.2, slab 149.8
q = 0.1 bohr⁻¹: sheet 8.63, slab 17.56

Relative to the slab, the sheet formula is low by 0.65, 7.0 and 51 percent. Here ℓ = √(5 × 67.83) = 18.4 bohr, so qℓ is 0.09, 0.37 and 1.8, and the sheet fails as qℓ approaches and passes one. At the largest q the slab is already close to its bulk limit: ε = 1 + 4π = 13.57, and 2π/(0.1 × √13.57) = 17.1.

The length ℓ also limits the logarithm. In a slab the logarithm's field, 1/(r0r), sets in only at distances of about ℓ, here 18 bohr. Yet even in the ideal sheet the logarithm is already 10 percent low at 13.5 bohr and worse beyond. This model slab, with no response normal to the plane, has no clear logarithmic range, although r0 is six times its thickness. That is not a rule for real layers. With the same thickness and in-plane ε but ε⊥ = 6, ℓ falls to 7.5 bohr, and the mid-plane potential lies within 10 percent of the logarithm from about 4 to 16 bohr. The long-range part of the Rytova-Keldysh potential suffers much less, since it rests on small q. The model slab and the sheet share the 1/r term and differ by about half a percent at 60 and at 155 bohr, although the r⁻³ coefficient of the slab is 8 percent larger.

Numerical values quoted here were computed with a short program.
